# Parentage coefficients of three equivalent p electrons

**Setting.** Three electrons occupy one p shell. All share the same radial function, and spin–orbit coupling is neglected, so that \(L\) and \(S\) label the terms. Electrons 1 and 2 are coupled to \(\bar L,\bar S\), and electron 3 is then coupled on the right. An antisymmetric state is written

\[
|\Psi_{LS}\rangle=\sum_i c_i\,|i\rangle ,\qquad |i\rangle=|(p^2\,\bar L_i\bar S_i),p;\,LS\rangle .
\]

The numbers \(c_i\) are the coefficients of fractional parentage. Condon–Shortley phases are used: in each coupling, the product with the largest projection of the first factor has a positive coefficient. Angular momenta are in units of \(\hbar\).

## Part (a)

**Question.** Which parents \(\bar L\bar S\) can occur? Show that the coefficients follow from the matrix of a single exchange, \(P_{23}\), between the states \(|i\rangle\).

**Answer.** The pair functions with \(\bar L=2,0\) are symmetric under exchange of the two orbitals, and those with \(\bar L=1\) are antisymmetric (they are written out in part (b)). The spin triplet is symmetric and the singlet antisymmetric. Antisymmetry in electrons 1 and 2 therefore leaves \(^1S\), \(^3P\) and \(^1D\).

The full antisymmetrizer is one sixth of the signed sum of the six permutations. It factorizes as

\[
A=\tfrac13(1-P_{13}-P_{23})\;\tfrac12(1-P_{12}),
\]

because \(P_{13}P_{12}\) and \(P_{23}P_{12}\) are the two cyclic permutations, which carry a plus sign. On the states \(|i\rangle\) we have \(P_{12}=-1\), so the last factor equals 1. Moreover \(P_{13}=P_{12}P_{23}P_{12}\), and the two factors \(-1\) cancel between such states. Hence \(P_{13}\) and \(P_{23}\) have the same matrix, and

\[
A_{ij}=\tfrac13\left(\delta_{ij}-2\langle i|P_{23}|j\rangle\right).
\]

\(A\) commutes with the total \(\mathbf L\) and \(\mathbf S\), and its result is again antisymmetric in 1 and 2. At fixed \(L,S,M,M_S\) the matrix \(A_{ij}\) is thus a projector, and its trace is the number of \(p^3\) terms with that \(L\) and \(S\). If the trace is 1, then \(A=|\Psi\rangle\langle\Psi|\). With real coefficients,

\[
A_{ij}=c_ic_j .
\]

The diagonal gives the squared weights and one row gives the relative signs. The overall sign of \(\Psi\) remains free.

## Part (b)

**Question.** Find the matrix elements of \(P_{23}\) for every \(L\) and \(S\) that three p electrons can form.

**Answer.** \(P_{23}\) is the product of an orbital and a spin exchange, so each element is an orbital factor times a spin factor. Neither depends on \(M\) or \(M_S\), because the exchanges commute with the lowering operators. We take the highest projections.

**Spin.** For \(S=\tfrac32\) the state is \(\alpha\alpha\alpha\), with \(\bar S=1\) and factor \(+1\). For \(S=\tfrac12\), \(\bar S=1\), write \(x|11\rangle\beta+y|10\rangle\alpha\). The raising operator must annihilate it, so \(x+\sqrt2\,y=0\), giving \(x=\sqrt{2/3}\), \(y=-\sqrt{1/3}\). In the order \((\alpha\alpha\beta,\alpha\beta\alpha,\beta\alpha\alpha)\),

\[
s_0=\tfrac1{\sqrt2}(0,1,-1),\qquad s_1=\tfrac1{\sqrt6}(2,-1,-1).
\]

\(P_{23}\) interchanges the first two components: \(P_{23}s_0=(1,0,-1)/\sqrt2\) and \(P_{23}s_1=(-1,2,-1)/\sqrt6\). The scalar products are

\[
\langle0|P|0\rangle=\tfrac12,\qquad \langle1|P|0\rangle=\tfrac{2+1}{\sqrt{12}}=\tfrac{\sqrt3}2,\qquad \langle1|P|1\rangle=\tfrac{-2-2+1}{6}=-\tfrac12 .
\]

**Orbit.** Let \(u,z,d\) denote \(m=1,0,-1\). The pair functions needed are

\[
|22\rangle=uu,\quad |21\rangle=\tfrac{uz+zu}{\sqrt2},\quad |20\rangle=\tfrac{ud+2zz+du}{\sqrt6},
\]
\[
|11\rangle=\tfrac{uz-zu}{\sqrt2},\quad |10\rangle=\tfrac{ud-du}{\sqrt2},\quad |00\rangle=\tfrac{ud-zz+du}{\sqrt3}.
\]

*\(L=3\).* The state is \(uuu\), with \(\bar L=2\) and factor \(+1\).

*\(L=0\).* The third electron has \(l=1\), so \(\bar L=1\) and there is one state. Each exchange multiplies it by a sign. Since \(P_{13}=P_{12}P_{23}P_{12}\) and \(P_{12}=P_{23}P_{13}P_{23}\), the three signs are equal, and \(P_{12}=-1\). The factor is \(-1\).

*\(L=2\).* The parents are \(\bar L=1,2\). For \(\bar L=1\) the state is \(|11\rangle u\). For \(\bar L=2\) it is \(x|22\rangle z+y|21\rangle u\), and annihilation by \(L_+\) requires \(\sqrt2x+2y=0\), so \(x=\sqrt{2/3}\), \(y=-\sqrt{1/3}\). In the order \((uuz,uzu,zuu)\) these are the same two vectors as \(s_0\) and \(s_1\). Hence

\[
\langle1|P|1\rangle=\tfrac12,\qquad \langle2|P|1\rangle=\tfrac{\sqrt3}2,\qquad \langle2|P|2\rangle=-\tfrac12 .
\]

*\(L=1\).* All three parents occur. For \(\bar L=0\) the state is \(|00\rangle u\). For \(\bar L=1\), \(L_+\) annihilates \((|11\rangle z-|10\rangle u)/\sqrt2\). For \(\bar L=2\), take \(x|22\rangle d+y|21\rangle z+w|20\rangle u\). The coefficients of \(|22\rangle z\) and \(|21\rangle u\) after raising must vanish:

\[
\sqrt2\,x+2y=0,\qquad \sqrt2\,y+\sqrt6\,w=0 .
\]

So \(y=-x/\sqrt2\) and \(w=x/\sqrt6\). Normalization, \(x^2(1+\tfrac12+\tfrac16)=1\), gives \(x=\sqrt{3/5}\). In the order \((uud,udu,duu,uzz,zuz,zzu)\),

\[
v_0=\tfrac1{\sqrt3}(0,1,1,0,0,-1),\quad
v_1=\tfrac12(0,-1,1,1,-1,0),\quad
v_2=\tfrac1{\sqrt{60}}(6,1,1,-3,-3,2).
\]

\(P_{23}\) interchanges components 1 and 2, and components 5 and 6:

\[
Pv_0=\tfrac1{\sqrt3}(1,0,1,0,-1,0),\quad
Pv_1=\tfrac12(-1,0,1,1,0,-1),\quad
Pv_2=\tfrac1{\sqrt{60}}(1,6,1,-3,2,-3).
\]

The scalar products are

\[
\langle0|P|0\rangle=\tfrac13,\qquad
\langle1|P|0\rangle=\tfrac{1+1}{2\sqrt3}=\tfrac1{\sqrt3},\qquad
\langle2|P|0\rangle=\tfrac{6+1+3}{\sqrt{180}}=\tfrac{\sqrt5}3,
\]
\[
\langle1|P|1\rangle=\tfrac{1+1}4=\tfrac12,\qquad
\langle2|P|1\rangle=\tfrac{-6+1-3-2}{2\sqrt{60}}=-\tfrac{\sqrt{15}}6,
\]
\[
\langle2|P|2\rangle=\tfrac{6+6+1+9-6-6}{60}=\tfrac16 .
\]

## Part (c)

**Question.** Which terms does \(p^3\) have, and what are all their parentage coefficients?

**Answer.** First take the cases with one parent. The products of orbital and spin factors are

- \(^4S\): \((-1)(1)=-1\), so \(A=1\).
- \(^2S\): \((-1)(-\tfrac12)=\tfrac12\), so \(A=0\).
- \(^4P\) and \(^4D\), parent \(^3P\): \((\tfrac12)(1)=\tfrac12\), so \(A=0\).
- \(^2F\), parent \(^1D\): \((1)(\tfrac12)=\tfrac12\), so \(A=0\).

\(^4F\) would need \(\bar L=2\) with \(\bar S=1\), which is not an allowed parent. Of these, only \(^4S\) exists, with coefficient 1 on \(^3P\).

**The term \(^2D\).** The elements of \(P_{23}\) between the parents \(^3P\) and \(^1D\) are

\[
PP:\ \tfrac12\left(-\tfrac12\right)=-\tfrac14,\qquad
PD:\ \tfrac{\sqrt3}2\,\tfrac{\sqrt3}2=\tfrac34,\qquad
DD:\ -\tfrac12\cdot\tfrac12=-\tfrac14 .
\]

With \(A=(1-2P_{23})/3\),

\[
A(^2D)=\begin{pmatrix}\tfrac12&-\tfrac12\\[2pt]-\tfrac12&\tfrac12\end{pmatrix}.
\]

The trace is 1, so there is one \(^2D\) term.

**The term \(^2P\).** In the order \(^1S,{}^3P,{}^1D\), the elements of \(P_{23}\) are

\[
SS:\ \tfrac13\cdot\tfrac12=\tfrac16,\qquad
SP:\ \tfrac1{\sqrt3}\cdot\tfrac{\sqrt3}2=\tfrac12,\qquad
SD:\ \tfrac{\sqrt5}3\cdot\tfrac12=\tfrac{\sqrt5}6,
\]
\[
PP:\ \tfrac12\left(-\tfrac12\right)=-\tfrac14,\qquad
PD:\ -\tfrac{\sqrt{15}}6\cdot\tfrac{\sqrt3}2=-\tfrac{\sqrt5}4,\qquad
DD:\ \tfrac16\cdot\tfrac12=\tfrac1{12}.
\]

Therefore

\[
A(^2P)=\begin{pmatrix}
\tfrac29&-\tfrac13&-\tfrac{\sqrt5}9\\[2pt]
-\tfrac13&\tfrac12&\tfrac{\sqrt5}6\\[2pt]
-\tfrac{\sqrt5}9&\tfrac{\sqrt5}6&\tfrac5{18}\end{pmatrix},
\]

again with trace 1. Choose the first nonzero coefficient positive. For \(^2P\) this is \(c_S=\sqrt{2/9}=\sqrt2/3\), and the first row gives

\[
c_P=\frac{-1/3}{\sqrt2/3}=-\frac1{\sqrt2},\qquad
c_D=\frac{-\sqrt5/9}{\sqrt2/3}=-\frac{\sqrt{10}}6 .
\]

All coefficients, with the squares in the last column, are:

| Term | \(^1S\) | \(^3P\) | \(^1D\) | Squares |
|---|---|---|---|---|
| \(^4S\) | \(0\) | \(1\) | \(0\) | \(0,\ 1,\ 0\) |
| \(^2P\) | \(\sqrt2/3\) | \(-1/\sqrt2\) | \(-\sqrt{10}/6\) | \(2/9,\ 1/2,\ 5/18\) |
| \(^2D\) | \(0\) | \(1/\sqrt2\) | \(-1/\sqrt2\) | \(0,\ 1/2,\ 1/2\) |

The degeneracies \(4+6+10\) add up to 20, the number of ways to place three electrons in six spin orbitals. A square \(c_i^2\) is the probability that a chosen pair of electrons is in the parent term \(i\). The relative signs depend on the phases chosen for the states \(|i\rangle\); the squares do not.

## Part (d)

**Question.** Seniority is the number of electrons left when all \(^1S\) pairs have been removed. Assign it to each term, and obtain the \(^1S\) weight of \(^2P\) from pair counting alone.

**Answer.** Define

\[
S_+=a^\dagger_{u\alpha}a^\dagger_{d\beta}-a^\dagger_{z\alpha}a^\dagger_{z\beta}+a^\dagger_{d\alpha}a^\dagger_{u\beta},\qquad S_-=S_+^\dagger .
\]

Written out for two electrons, \(S_+|0\rangle=(ud-zz+du)(\alpha\beta-\beta\alpha)/\sqrt2\). This is \(\sqrt3\) times the normalized \(^1S\) pair, so \(B^\dagger=S_+/\sqrt3\) creates one such pair.

Now add a pair to one electron in \(u\alpha\). The first term of \(S_+\) vanishes by the Pauli principle, and two orthogonal determinants remain. The squared norm is 2, and

\[
|\Psi\rangle=\tfrac1{\sqrt2}\,S_+a^\dagger_{u\alpha}|0\rangle
\]

is normalized. Since \(S_+\) carries no angular momentum, this state has \(L=1\), \(S=\tfrac12\). There is one \(^2P\) term, so this is it, and its seniority is 1.

The operator \(B^\dagger B\) equals the sum over electron pairs of the projector on \(^1S\): both are pure two-body operators, and they agree on all two-electron states. To evaluate it, note that \(S_-S_+\) conserves \(L,S,M,M_S\), so it multiplies \(a^\dagger_{u\alpha}|0\rangle\) by a number. That number is the squared norm found above, 2. Then

\[
S_-|\Psi\rangle=\tfrac{2}{\sqrt2}\,a^\dagger_{u\alpha}|0\rangle,\qquad
\langle B^\dagger B\rangle=\tfrac13\,\lVert S_-\Psi\rVert^2=\tfrac13\cdot2=\tfrac23 .
\]

By antisymmetry each of the three electron pairs contributes \(c_S^2\), so \(3c_S^2=\tfrac23\) and \(c_S^2=\tfrac29\), as in part (c).

For \(^4S\) and \(^2D\), \(c_S=0\). Then \(\langle B^\dagger B\rangle=0\), which means \(S_-\Psi=0\). No \(^1S\) pair can be removed, and the seniority is 3.

## Part (e)

**Question.** Express the electron repulsion energy of each \(p^3\) term through the energies of \(p^2\). Evaluate it for the model values \(F^0=16\) eV and \(F^2=10\) eV, and find the ratio of the two term intervals.

**Answer.** The three pairs contribute equally, so the energy is \(3\langle V_{12}\rangle\). The repulsion \(V_{12}\) conserves \(\bar L\) and \(\bar S\) and leaves electron 3 untouched. Each \(p^2\) term occurs once, so \(V_{12}\) is diagonal in the parents:

\[
E(p^3\,LS)=3\sum_i c_i^2\,E(p^2\,\bar L_i\bar S_i).
\]

**Pair energies.** In the multipole expansion of the repulsion, odd orders vanish between p functions by parity. Orders above 2 vanish because a product of two \(l=1\) functions contains no higher harmonic. With \(F^0,F^2\) the radial integrals of orders 0 and 2, \(V_{12}\) acts on the angles as \(F^0+F^2P_2(\cos\omega)\), where \(\omega\) is the angle between the two position vectors.

Use the real orbitals \(\sqrt{3/4\pi}\,n_a\), with \(\mathbf n\) the unit position vector. By isotropy the angular average of \(n_an_in_jn_b\) is \(k(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})\). Setting \(a=b\), \(i=j\) and summing gives \(1=k(9+3+3)\), so \(k=\tfrac1{15}\) and

\[
\langle a|n_in_j|b\rangle=\tfrac15(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}).
\]

Since \(\cos^2\omega=\sum_{ij}n_in_j\,n'_in'_j\), multiplying two such factors and summing gives

\[
\langle ac|\cos^2\omega|bd\rangle=\tfrac1{25}\left[(3+2+2)\delta_{ab}\delta_{cd}+2\delta_{ad}\delta_{bc}+2\delta_{ac}\delta_{bd}\right].
\]

The product \(\delta_{ad}\delta_{bc}\) is the orbital exchange \(X\), so the second term is \(2X\). The product \(\delta_{ac}\delta_{bd}\) is \(3\Pi_0\), so the third term is \(6\Pi_0\), where \(\Pi_0\) projects on the rotationally invariant pair \(\sum_a|aa\rangle/\sqrt3\), that is, on \(\bar L=0\). Hence

\[
P_2(\cos\omega)=\tfrac32\cdot\tfrac{7+2X+6\Pi_0}{25}-\tfrac12=\tfrac{-4+6X+18\Pi_0}{50}.
\]

- \(^1S\) (\(X=1,\Pi_0=1\)): \(0.40\), energy \(16+4=20\) eV.
- \(^3P\) (\(X=-1,\Pi_0=0\)): \(-0.20\), energy \(16-2=14\) eV.
- \(^1D\) (\(X=1,\Pi_0=0\)): \(0.04\), energy \(16+0.4=16.4\) eV.

**Three electrons.**

\[
E(^4S)=3(14)=42\ \text{eV},\qquad
E(^2D)=3\left(\tfrac{14}2+\tfrac{16.4}2\right)=45.6\ \text{eV},
\]
\[
E(^2P)=3\left(\tfrac29\cdot20+\tfrac12\cdot14+\tfrac5{18}\cdot16.4\right)=48\ \text{eV}.
\]

The intervals are \(48-45.6=2.4\) eV and \(45.6-42=3.6\) eV, with ratio \(2/3\). This ratio does not depend on the chosen integrals. \(F^0\) enters every term as \(3F^0\), and the coefficients of \(F^2\) are

\[
^4S:\ -\tfrac35,\qquad
^2D:\ 3\left(-\tfrac1{10}+\tfrac1{50}\right)=-\tfrac6{25},\qquad
^2P:\ 3\left(\tfrac4{45}-\tfrac1{10}+\tfrac1{90}\right)=0 .
\]

The intervals are thus \(\tfrac6{25}F^2\) and \(\tfrac9{25}F^2\).

The ratio belongs to a single configuration with one common radial function and no spin–orbit coupling. Mixing with other configurations can shift the three terms by unrelated amounts, and spin–orbit coupling can mix terms of different \(L\) and \(S\). A state changed in either way is no longer described by one row of the table in part (c).
